# Local Attraction of a Climbing Image to a Defect Migration Saddle: a numerical check

```python
"""
RESULT UNDER TEST
The climbing-image force F = -(I - 2 t t^T) grad E, linearized at a
first-order saddle with Hessian H, is -|H| u when the unit tangent t is
the unstable mode. The saddle then attracts the image. A fixed tangent
less than 45 degrees from that mode also gives attraction.
u: displacement from the saddle; |H|: H with absolute eigenvalues.
Model coordinates (nm): q along the hop, y sideways, z gate opening.
Energy is in eV, force in eV/nm, curvature in eV/nm^2.
Optimizer time has unit mobility, so decay rates have curvature units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

barrier = 0.4
half_hop = 0.11
side_stiffness = 600.0
gate_stiffness = 900.0
slope = 0.3
side_bend = 2.0
gate_bend = 1.5
mass_u = 28.1
temperature = 300.0


def energy(x):
    q, y, z = x
    side = y - slope * q - side_bend * q**2
    gate = z + gate_bend * q**2
    return (barrier * (1 - q**2 / half_hop**2)**2
            + 0.5 * side_stiffness * side**2
            + 0.5 * gate_stiffness * gate**2)


def gradient(x):
    q, y, z = x
    side = y - slope * q - side_bend * q**2
    gate = z + gate_bend * q**2
    dq = (-4 * barrier * q / half_hop**2 * (1 - q**2 / half_hop**2)
          - side_stiffness * side * (slope + 2 * side_bend * q)
          + 2 * gate_stiffness * gate * gate_bend * q)
    return np.array([dq, side_stiffness * side, gate_stiffness * gate])


def jacobian(function, x, delta=1e-5):
    columns = []
    for direction in np.eye(len(x)):
        columns.append((function(x + delta * direction)
                        - function(x - delta * direction)) / (2 * delta))
    return np.array(columns).T


def unit(vector):
    return vector / np.linalg.norm(vector)


def reflection(tangent):
    return np.eye(len(tangent)) - 2 * np.outer(tangent, tangent)


def angle_degrees(a, b):
    cosine = abs(np.dot(unit(a), unit(b)))
    return np.degrees(np.arccos(min(1.0, cosine)))


# The gradient agrees with energy differences at a generic point.
probe = np.array([0.043, -0.012, 0.018])
numeric_gradient = np.array([
    (energy(probe + 1e-6 * e) - energy(probe - 1e-6 * e)) / 2e-6
    for e in np.eye(3)])
assert np.allclose(numeric_gradient, gradient(probe), atol=1e-5)

saddle = np.zeros(3)
assert np.linalg.norm(gradient(saddle)) < 1e-12
hessian = jacobian(gradient, saddle)
hessian = 0.5 * (hessian + hessian.T)
curvatures, modes = np.linalg.eigh(hessian)
assert curvatures[0] < 0 < curvatures[1]
unstable = modes[:, 0] * np.sign(modes[0, 0])
absolute_hessian = modes @ np.diag(np.abs(curvatures)) @ modes.T
smallest = np.min(np.abs(curvatures))
largest = np.max(np.abs(curvatures))

# A tangent that turns with the image still gives the Jacobian -|H|.
left_neighbour = -0.03 * unstable
right_neighbour = 0.05 * unstable


def turning_tangent(x):
    return unit(unit(x - left_neighbour) + unit(right_neighbour - x))


def turning_climb_force(x):
    return -reflection(turning_tangent(x)) @ gradient(x)


tangent_turning = np.linalg.norm(jacobian(turning_tangent, saddle), 2)
climb_jacobian = jacobian(turning_climb_force, saddle)
assert tangent_turning > 1.0
assert np.allclose(climb_jacobian, -absolute_hessian, atol=1e-3)
jacobian_error = np.max(np.abs(climb_jacobian + absolute_hessian))


def march(start, matrix, step, count):
    x = start.copy()
    for _ in range(count):
        x = x - step * matrix @ gradient(x)
    return x


# The same starting point climbs back or falls, depending on the force.
step = 5e-4
start = 0.01 * unit(unstable + modes[:, 1] + modes[:, 2])
climbed = march(start, reflection(unstable), step, 3000)
fallen = march(start, np.eye(3), step, 3000)
assert np.linalg.norm(climbed) < 1e-9
assert energy(fallen) < 1e-8
linear_force = -absolute_hessian @ start
full_force = -reflection(unstable) @ gradient(start)
remainder = (np.linalg.norm(full_force - linear_force)
             / np.linalg.norm(linear_force))

# The discrete step limit separates contraction from growth.
step_limit = 2 / largest
tiny = 1e-6 * unit(modes.sum(axis=1))
below = march(tiny, reflection(unstable), 0.98 * step_limit, 600)
above = march(tiny, reflection(unstable), 1.05 * step_limit, 60)
assert np.linalg.norm(below) < 1e-3 * np.linalg.norm(tiny)
assert np.linalg.norm(above) > 10 * np.linalg.norm(tiny)

# A descent path started off the unstable mode turns into that mode.
path_point = 1e-6 * (unstable + modes[:, 1] + modes[:, 2])
for _ in range(1000):
    path_point = path_point - step * gradient(path_point)
    if np.linalg.norm(path_point) > 1e-3:
        break
path_angle = angle_degrees(gradient(path_point), unstable)
valley_angle = angle_degrees(np.array([1.0, slope, 0.0]), unstable)
assert np.linalg.norm(path_point) > 1e-3
assert path_angle < 0.5 and valley_angle > 2.0

# Tangent misalignment in the model, rotated toward the second mode.
scan_angles = [0, 30, 44, 46]
scan_exponents = []
for degrees in scan_angles:
    theta = np.radians(degrees)
    tangent = np.cos(theta) * unstable + np.sin(theta) * modes[:, 1]
    roots = np.linalg.eigvals(-reflection(tangent) @ hessian)
    scan_exponents.append(np.max(roots.real))
assert max(scan_exponents[:3]) < 0 < scan_exponents[3]

# Random saddles in many dimensions test the 45 degree condition.
rng = np.random.default_rng(17)
random_cases = 500
for _ in range(random_cases):
    dimension = int(rng.integers(2, 13))
    values = np.exp(rng.normal(size=dimension))
    values[0] *= -1
    weight = rng.uniform(0.505, 1.0)
    rest = unit(rng.normal(size=dimension - 1))
    tangent = np.r_[np.sqrt(weight), np.sqrt(1 - weight) * rest]
    roots = np.linalg.eigvals(-reflection(tangent) @ np.diag(values))
    assert np.max(roots.real) < 0

# In three dimensions attraction can survive beyond 45 degrees.
values = np.array([-1.0, 1.0, 10.0])
weights = np.array([0.45, 0.275, 0.275])
tangent = np.sqrt(weights)
roots = np.linalg.eigvals(reflection(tangent) @ np.diag(values))
for root in roots:
    assert abs(np.sum(weights * (values + root) / (values - root))) < 1e-9
beyond_angle = np.degrees(np.arccos(tangent[0]))
beyond_exponent = np.max(-roots.real)
assert beyond_angle > 45 and beyond_exponent < 0

# A minimum repels the climbing image for every tried tangent.
left_minimum = np.array([-half_hop,
                         -slope * half_hop + side_bend * half_hop**2,
                         -gate_bend * half_hop**2])
right_minimum = np.array([half_hop,
                          slope * half_hop + side_bend * half_hop**2,
                          -gate_bend * half_hop**2])
minimum_hessian = jacobian(gradient, right_minimum)
minimum_hessian = 0.5 * (minimum_hessian + minimum_hessian.T)
minimum_curvatures = np.linalg.eigvalsh(minimum_hessian)
assert np.min(minimum_curvatures) > 0
for _ in range(200):
    tangent = unit(rng.normal(size=3))
    roots = np.linalg.eigvals(-reflection(tangent) @ minimum_hessian)
    assert np.max(roots.real) > 0

# Small residual forces bound the position and energy errors.
for index in range(100):
    direction = unstable if index == 0 else unit(rng.normal(size=3))
    x = 1e-4 * direction
    force = np.linalg.norm(gradient(x))
    assert np.linalg.norm(x) <= 1.02 * force / smallest
    assert abs(energy(x) - barrier) <= 1.02 * force**2 / (2 * smallest)
force_tolerance = 0.1
position_error = force_tolerance / smallest
energy_error_mev = 1000 * force_tolerance**2 / (2 * smallest)


def band_tangent(band, i):
    before, here, after = [energy(band[j]) for j in (i - 1, i, i + 1)]
    backward = band[i] - band[i - 1]
    forward = band[i + 1] - band[i]
    if after > here > before:
        return unit(forward)
    if after < here < before:
        return unit(backward)
    high = max(abs(after - here), abs(before - here))
    low = min(abs(after - here), abs(before - here))
    if after > before:
        return unit(high * forward + low * backward)
    return unit(low * forward + high * backward)


spring = 200.0


def band_force(band, i, climbing):
    tangent = band_tangent(band, i)
    slope_force = gradient(band[i])
    if i == climbing:
        return -reflection(tangent) @ slope_force
    stretch = (np.linalg.norm(band[i + 1] - band[i])
               - np.linalg.norm(band[i] - band[i - 1]))
    return (-slope_force + np.dot(slope_force, tangent) * tangent
            + spring * stretch * tangent)


def move_band(band, climbing):
    forces = np.zeros_like(band)
    for i in range(1, len(band) - 1):
        forces[i] = band_force(band, i, climbing)
    return band + step * forces


# A full band: ordinary relaxation first, then its top image climbs.
movable_images = 6
fractions = np.linspace(0, 1, movable_images + 2)[:, None]
band = (1 - fractions) * left_minimum + fractions * right_minimum
for _ in range(500):
    band = move_band(band, None)
climber = 1 + int(np.argmax([energy(x) for x in band[1:-1]]))
climb_start_distance = np.linalg.norm(band[climber])
climb_start_energy = energy(band[climber])
distances = []
for _ in range(2500):
    band = move_band(band, climber)
    distances.append(np.linalg.norm(band[climber]))
distances = np.array(distances)
assert distances[-1] < 1e-10
final_tangent = band_tangent(band, climber)
band_angle = angle_degrees(final_tangent, unstable)
assert band_angle < 45
other_force = max(np.linalg.norm(band_force(band, i, climber))
                  for i in range(1, len(band) - 1) if i != climber)

# The late decay is the one predicted by the linear climbing block.
first = int(np.argmax(distances < 1e-7))
last = int(np.argmax(distances < 1e-10))
factor = (distances[last] / distances[first])**(1 / (last - first))
measured_rate = (1 - factor) / step
predicted_rate = np.min(np.linalg.eigvals(
    reflection(final_tangent) @ hessian).real)
assert abs(measured_rate / predicted_rate - 1) < 0.01

# Moving a neighbour does not disturb the image sitting at the saddle.
shifted = band.copy()
shifted[climber + 1] += 1e-4 * unit(np.array([0.2, 1.0, 0.5]))
climber_change = np.linalg.norm(band_force(shifted, climber, climber)
                                - band_force(band, climber, climber))
ordinary_change = np.linalg.norm(
    band_force(shifted, climber + 2, climber)
    - band_force(band, climber + 2, climber))
assert climber_change < 1e-8 and ordinary_change > 1e-3

# Quantum effects absent from the classical static barrier.
mass = mass_u * const.atomic_mass


def angular_frequency(curvature):
    return np.sqrt(curvature * const.e / 1e-18 / mass)


barrier_frequency = angular_frequency(-curvatures[0])
crossover = const.hbar * barrier_frequency / (2 * np.pi * const.k)
zero_point_mev = (500 * const.hbar / const.e
                  * (np.sum(angular_frequency(curvatures[1:]))
                     - np.sum(angular_frequency(minimum_curvatures))))
ratio = const.hbar * barrier_frequency / (const.k * temperature)
tunnelling = (ratio / 2) / np.sin(ratio / 2)


def thermal_flux(e):
    return np.exp(-e) / (1 + np.exp(-2 * np.pi * e / ratio))


flux = (quad(thermal_flux, -10, 0, epsabs=1e-10, limit=200)[0]
        + quad(thermal_flux, 0, 50, epsabs=1e-10, limit=200)[0])
assert abs(flux - tunnelling) < 1e-6

hop_length = np.linalg.norm(right_minimum - left_minimum)
print(f"barrier parameter: {barrier:.3f} eV")
print(f"half hop along q: {half_hop:.3f} nm")
print(f"distance between minima: {hop_length:.4f} nm")
print(f"side stiffness: {side_stiffness:.1f} eV/nm^2")
print(f"gate stiffness: {gate_stiffness:.1f} eV/nm^2")
print(f"valley slope: {slope:.2f} (no unit)")
print(f"side bend: {side_bend:.2f} 1/nm")
print(f"gate bend: {gate_bend:.2f} 1/nm")
for number, value in enumerate(curvatures, 1):
    print(f"saddle curvature {number}: {value:.2f} eV/nm^2")
print("unstable mode (q, y, z):",
      " ".join(f"{value + 0.0:.4f}" for value in unstable), "(no unit)")
print(f"tangent turning rate in test: {tangent_turning:.3f} rad/nm")
print(f"largest Jacobian error: {jacobian_error:.2e} eV/nm^2")
print(f"test start distance: {np.linalg.norm(start):.4f} nm")
print(f"nonlinear remainder there: {100 * remainder:.2f} percent")
print(f"climbing end distance: {np.linalg.norm(climbed):.2e} nm")
print(f"ordinary relaxation end energy: {energy(fallen):.2e} eV")
print(f"largest stable step: {step_limit:.6f} nm^2/eV")
print(f"step used: {step:.6f} nm^2/eV")
print(f"descent path to unstable mode: {path_angle:.3f} degrees")
print(f"valley floor to unstable mode: {valley_angle:.3f} degrees")
for degrees, exponent in zip(scan_angles, scan_exponents):
    print(f"largest exponent at {degrees} deg: {exponent:.2f} eV/nm^2")
print(f"random saddles tested: {random_cases}")
print(f"3D example beyond 45 deg: {beyond_angle:.2f} degrees")
print(f"its largest exponent: {beyond_exponent:.4f} (scaled unit)")
print(f"movable band images: {movable_images}")
print(f"band spring constant: {spring:.1f} eV/nm^2")
print(f"climber start distance: {climb_start_distance:.5f} nm")
print(f"climber start energy: {climb_start_energy:.5f} eV")
print(f"climber final distance: {distances[-1]:.2e} nm")
print(f"climber final energy: {energy(band[climber]):.6f} eV")
print(f"band tangent to unstable mode: {band_angle:.3f} degrees")
print(f"largest force on other images: {other_force:.2e} eV/nm")
print(f"predicted late decay rate: {predicted_rate:.3f} eV/nm^2")
print(f"measured late decay rate: {measured_rate:.3f} eV/nm^2")
print(f"climber force change, neighbour moved: {climber_change:.2e} eV/nm")
print(f"ordinary image force change: {ordinary_change:.4f} eV/nm")
print(f"force tolerance: {force_tolerance:.2f} eV/nm")
print(f"position error bound: {position_error:.6f} nm")
print(f"barrier error bound: {energy_error_mev:.4f} meV")
print(f"mass of each coordinate: {mass_u:.1f} u")
print(f"zero-point barrier shift: {zero_point_mev:.2f} meV")
print(f"tunnelling crossover: {crossover:.2f} K")
print(f"temperature of use: {temperature:.0f} K")
print(f"tunnelling rate factor there: {tunnelling:.5f} (no unit)")
print("every check passed")
```

Printed output:

```
barrier parameter: 0.400 eV
half hop along q: 0.110 nm
distance between minima: 0.2297 nm
side stiffness: 600.0 eV/nm^2
gate stiffness: 900.0 eV/nm^2
valley slope: 0.30 (no unit)
side bend: 2.00 1/nm
gate bend: 1.50 1/nm
saddle curvature 1: -123.04 eV/nm^2
saddle curvature 2: 644.81 eV/nm^2
saddle curvature 3: 900.00 eV/nm^2
unstable mode (q, y, z): 0.9704 0.2416 0.0000 (no unit)
tangent turning rate in test: 6.667 rad/nm
largest Jacobian error: 2.28e-05 eV/nm^2
test start distance: 0.0100 nm
nonlinear remainder there: 0.55 percent
climbing end distance: 1.09e-85 nm
ordinary relaxation end energy: 7.48e-31 eV
largest stable step: 0.002222 nm^2/eV
step used: 0.000500 nm^2/eV
descent path to unstable mode: 0.209 degrees
valley floor to unstable mode: 2.720 degrees
largest exponent at 0 deg: -123.04 eV/nm^2
largest exponent at 30 deg: -191.96 eV/nm^2
largest exponent at 44 deg: -13.40 eV/nm^2
largest exponent at 46 deg: 13.40 eV/nm^2
random saddles tested: 500
3D example beyond 45 deg: 47.87 degrees
its largest exponent: -0.1916 (scaled unit)
movable band images: 6
band spring constant: 200.0 eV/nm^2
climber start distance: 0.01013 nm
climber start energy: 0.39366 eV
climber final distance: 1.14e-71 nm
climber final energy: 0.400000 eV
band tangent to unstable mode: 0.234 degrees
largest force on other images: 1.37e-14 eV/nm
predicted late decay rate: 123.048 eV/nm^2
measured late decay rate: 123.048 eV/nm^2
climber force change, neighbour moved: 4.43e-72 eV/nm
ordinary image force change: 0.0164 eV/nm
force tolerance: 0.10 eV/nm
position error bound: 0.000813 nm
barrier error bound: 0.0406 meV
mass of each coordinate: 28.1 u
zero-point barrier shift: -12.30 meV
tunnelling crossover: 24.99 K
temperature of use: 300 K
tunnelling rate factor there: 1.01150 (no unit)
every check passed
```
